# Threshold Speed for Kinetic Electron Emission from a Free-Electron Metal

An ion crossing a metal can knock conduction electrons up to the vacuum level by its motion alone. This problem asks how fast it must move to do so in one collision, and what that speed does and does not say about emission.

The metal is a free-electron gas at zero temperature, with electron density $n$, electron mass $m$ and work function $\phi$. Energies are counted from the bottom of the conduction band. The ion, of mass $M\gg m$, has speed $v$ at the moment of the collision and acts on the electron through a short-range potential that is rigid in the ion's own frame. Until part (e) the lattice is ignored.

The numbers refer to argon ions in indium, a simple metal with three conduction electrons per atom. Rough typical values are used: $3.8\times10^{22}$ atoms per cm³ and $\phi=4.1$ eV.

## (a) The electrons before the collision

**Find the Fermi speed $v_F$, the Fermi energy $E_F$, and the speed $v_{esc}$ of an electron inside the metal whose energy equals the vacuum level.**

**Solution.** In a box of volume $V$ there is one plane wave per volume $(2\pi)^3/V$ of wavevector space, and each holds two electrons of opposite spin. Filling a sphere of radius $k_F$ gives

$$nV=2\,\frac{V}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{Vk_F^3}{3\pi^2}
\quad\Rightarrow\quad k_F=(3\pi^2n)^{1/3}.$$

Hence $v_F=\hbar k_F/m$ and $E_F=\tfrac12mv_F^2$. The work function is the energy from the Fermi level to the vacuum level, so the vacuum level lies at $E_F+\phi$. Inside the metal the energy is all kinetic:

$$\tfrac12mv_{esc}^2=E_F+\phi .$$

Dividing by $\tfrac12mv_F^2=E_F$ and taking the root,

$$v_{esc}=v_F\sqrt{1+\phi/E_F}.$$

For indium $n=3\times3.8\times10^{22}=1.14\times10^{23}$ cm⁻³, which is 114 nm⁻³. Then $k_F=(3\pi^2\times114)^{1/3}=15.0$ nm⁻¹, $v_F=1737$ km/s and $E_F=8.57$ eV. With $\phi/E_F=0.478$ the escape speed is $1737\times1.2158\approx2111$ km/s. An electron at the Fermi surface therefore has to gain 375 km/s (here and below, unrounded values are carried through).

## (b) The head-on collision

**The ion moves along $+x$ with velocity $v$ and meets an electron with velocity $-v_F$. Find the electron's velocity after an elastic collision that reverses their relative motion, and the ion speed at which the electron just reaches the vacuum level. How large is the effect of the ion's finite mass?**

**Solution.** Let the electron velocity be $u$ before and $u'$ after, and the ion velocity $v$ before and $v'$ after. Momentum and energy conservation read

$$M(v-v')=m(u'-u),\qquad M(v^2-v'^2)=m(u'^2-u^2).$$

One root is $u'=u$, $v'=v$: the particles pass through each other unchanged. For the other root both sides of the first equation are nonzero, and dividing the second equation by the first gives $v+v'=u+u'$. Substituting $v'=u+u'-v$ into the momentum equation,

$$M(2v-u-u')=m(u'-u)\quad\Rightarrow\quad
u'=\frac{2Mv-(M-m)u}{M+m}. \tag{1}$$

With $u=-v_F$ and $m/M\to0$,

$$u'=v_F+2v .$$

In the frame of the heavy ion the electron arrives with speed $v_F+v$ and leaves with the same speed in the opposite direction. Returning to the metal's frame adds another $v$. The energy gained is

$$\Delta E=\tfrac12m\left[(v_F+2v)^2-v_F^2\right]=2mv(v_F+v).$$

The final state lies above $E_F$ and is empty, so the exclusion principle does not forbid it. Setting $v_F+2v=v_{esc}$ gives the threshold

$$\boxed{\,v_{th}=\frac{v_{esc}-v_F}{2}=\frac{v_F}{2}\left[\sqrt{1+\frac{\phi}{E_F}}-1\right]\,}$$

For finite mass, put $\mu=m/M$, $u=-v_F$ and $u'=v_{esc}$ in (1) and solve for $v$:

$$v=\tfrac12\left[(1+\mu)v_{esc}-(1-\mu)v_F\right]
=(1+\mu)\,\frac{v_{esc}-v_F}{2}+\mu v_F=(1+\mu)v_{th}+\mu v_F .$$

For indium $v_{th}=\tfrac12\times1737\times0.2158=187.4$ km/s, or $1.87\times10^7$ cm/s. This is about a tenth of the Fermi speed, which is the sense in which the ion is slow. The finite mass of argon raises the threshold by 0.014 %. An argon atom of 1 keV moves at 69.5 km/s, and energy scales as speed squared, so the threshold energy is $(187.4/69.5)^2\times1$ keV $=7.27$ keV.

## (c) Is the head-on collision the best one?

**Show that no other single elastic collision reaches the vacuum level at a lower ion speed. Does the result survive if the ion attracts the electron?**

**Solution.** Let $\mathbf u$ and $\mathbf u'$ be the electron velocities in three dimensions. In the frame of a very heavy ion the potential is static, so the electron's speed far from the ion is conserved:

$$|\mathbf u'-\mathbf v|=|\mathbf u-\mathbf v|.$$

Applying the triangle inequality twice,

$$|\mathbf u'|\le v+|\mathbf u'-\mathbf v|=v+|\mathbf u-\mathbf v|\le 2v+|\mathbf u|\le 2v+v_F .$$

For $v>0$, equality requires $\mathbf u'$ parallel to $\mathbf v$, $\mathbf u$ antiparallel to $\mathbf v$, and $|\mathbf u|=v_F$. These are the conditions of part (b), so $v_{th}$ is the minimum over all directions, deflections and occupied states. A numerical search over initial speeds from 0 to $v_F$ and over all angles also gave 187.4 km/s. The Fermi motion matters greatly: for an electron at rest the condition is $2v=v_{esc}$, or 1056 km/s.

The bound does not depend on the sign of the potential, but the electron must still be turned back. An attractive centre can do this by swinging the electron around itself. As a test, classical trajectories were computed for the potential energy $-2e^{-r}/r$ (hartree, with $r$ in bohr), moving at $v_{th}$ towards an electron of speed $v_F$. The electron's speed gain, as a fraction of the limit $2v$, was

| Impact parameter (bohr) | Fraction of $2v$ |
|---|---|
| 0.05 | 0.9998 |
| 0.30 | 0.9927 |
| 0.80 | 0.9578 |
| 1.50 | 0.9999 |

No trajectory exceeds the limit. The fraction is not monotonic in the impact parameter. All four electrons have the same speed $w=v_F+v$ in the ion frame, and $u'^2=v^2+w^2+2vw\cos\delta$, where $\delta$ is the angle between the outgoing ion-frame velocity and $\mathbf v$. The gain thus depends on the outgoing direction alone, and the electron at 1.50 bohr must also have left almost parallel to the ion (its deflection is 181°). Beyond this impact parameter the fraction falls quickly, to 0.42 at 2.0 bohr and 0.02 at 3.0 bohr. These orbits illustrate the bound but not the probabilities, because the electron's wavelength in the ion frame, about 7 bohr, exceeds the 1 bohr range of the potential.

In quantum mechanics the ion-frame energy is conserved as well. In one dimension a reflected wave has its ion-frame wavenumber reversed, which gives $k_F+2mv/\hbar$ in the metal's frame. A wave packet with mean velocity $-v_F$ was sent against an attractive well of depth 1 hartree and profile $e^{-(x/0.5)^2}$ ($x$ in bohr), moving at $v_{th}$. A share of 0.24 was reflected, with mean speed 2111 km/s, equal to $v_{esc}$. In three dimensions, partial waves for the potential $-2e^{-r}/r$ give a nonzero backscattering cross section of about 2.6 bohr² per steradian at 180°. The cross section for a gain above 95 % of $2v$ is about 1.7 bohr², a quarter of the classical 7 bohr². An attractive ion thus changes the probability of the event and leaves its threshold in place.

## (d) The threshold as a momentum condition

**Derive the same threshold from the momentum the ion gives up. Find its limits for small and large $\phi/E_F$, and the effect of a band mass different from $m$.**

**Solution.** If the ion gives up momentum $\mathbf q$, it loses the energy

$$\frac{Mv^2}{2}-\frac{|M\mathbf v-\mathbf q|^2}{2M}=\mathbf v\cdot\mathbf q-\frac{q^2}{2M}\;\to\;\mathbf v\cdot\mathbf q ,$$

where the last term vanishes for a heavy ion. A free electron takes up all this momentum, $\mathbf q=\mathbf p'-\mathbf p$, so

$$\frac{p'^2-p^2}{2m}=\mathbf v\cdot(\mathbf p'-\mathbf p)\le v(p'+p).$$

Dividing by $p'+p$ gives $v\ge(p'-p)/2m$. The right side is smallest for the smallest escaping momentum, $p'=mv_{esc}=\hbar k_{esc}$, and the largest occupied one, $p=mv_F=\hbar k_F$. This is $v_{th}$ again. Since $\phi=(mv_{esc}-mv_F)(mv_{esc}+mv_F)/2m$, it can also be written

$$v_{th}=\frac{\phi}{\hbar(k_F+k_{esc})}. \tag{2}$$

A slow ion has energy to spare. What it lacks is the ability to transfer that energy with little momentum.

For $\phi\ll E_F$, $\sqrt{1+\phi/E_F}\approx1+\phi/2E_F$, and therefore

$$v_{th}\approx\frac{v_F\phi}{4E_F}=\frac{\phi}{2mv_F}.$$

For indium this gives 207.6 km/s, 11 % above the full result, because $\phi/E_F$ is nearly one half. For $\phi\gg E_F$ the square root dominates:

$$v_{th}\approx\frac{v_F}{2}\sqrt{\frac{\phi}{E_F}}=\frac12\sqrt{\frac{2\phi}{m}},$$

where $v_F=\sqrt{2E_F/m}$ was used. The Fermi motion has dropped out, and the ion must hit an almost resting electron.

If the band energy is $\hbar^2k^2/2m_b$, the same steps hold with crystal momentum $\hbar k$ and $m_b$ in place of $m$, as long as the lattice supplies no additional momentum. At fixed density $k_F$ stays the same, while $v_F$ and $E_F$ both fall by the factor $m/m_b$. For $m_b=1.2\,m$ and unchanged $\phi$ the threshold is 184.2 km/s, a decrease of 1.7 %. This small shift does not measure band-structure effects in real indium. There $k_F=15.0$ nm⁻¹ already exceeds half the shortest reciprocal-lattice vector (about 23 nm⁻¹), so the states involved mix plane waves differing by lattice momenta, which is the case of part (f).

## (e) From the vacuum level to the vacuum

**Does an electron excited at threshold leave the metal? Find the condition for passing the surface, and evaluate it for 10 keV argon.**

**Solution.** In the optimal collision the electron leaves in the direction of the ion. If the ion is moving into the metal, so is the electron. It must first be turned round, for instance by elastic scattering from the lattice, which changes its direction and leaves its energy almost unchanged. For a single collision during which the lattice supplies no momentum, the threshold of part (b) is therefore a necessary condition for emission, and not a sufficient one.

A flat surface exerts a force along its normal alone, so the momentum parallel to it is conserved. The normal motion must supply the whole barrier. For an electron of energy $E'$ moving at angle $\theta$ to the outward normal,

$$E'\cos^2\theta\ge E_F+\phi .$$

Argon of 10 keV has $v=219.8$ km/s, and the fastest electrons have $v_F+2v\approx2176$ km/s, or 13.46 eV. The vacuum level is at $8.57+4.1=12.67$ eV. The largest escape angle satisfies $\cos\theta=\sqrt{12.67/13.46}=0.970$, so $\theta=14.0^\circ$. If scattering made the directions isotropic, a fraction $(1-\cos\theta)/2\approx1.5$ % of these electrons would lie in the cone.

Just above threshold, with $\varepsilon=E'-E_F-\phi$ small,

$$\cos\theta=\left(1+\frac{\varepsilon}{E_F+\phi}\right)^{-1/2}\approx1-\frac{\varepsilon}{2(E_F+\phi)},$$

and the fraction is $\varepsilon/4(E_F+\phi)$. It vanishes at threshold, so in this model the yield starts from zero without a jump. Lying in the cone is necessary for escape but not sufficient, since an electron wave is partly reflected at the barrier. For an abrupt step the escaping share at 10 keV is about 0.7 % rather than 1.5 %, and near threshold it grows as $\varepsilon^{3/2}$. A smoother barrier reflects less.

An ion that has itself been turned back can drive electrons straight outward. Equation (1) holds for any two masses. For argon striking an indium atom at rest, it gives the indium recoil a speed $2M_{Ar}v/(M_{Ar}+M_{In})=0.516\,v$. From $v'=u+u'-v$ with $u=0$, the argon then has velocity $-0.484\,v$. To return at $v_{th}$ from this head-on collision it must arrive with $7.27/0.484^2\approx31$ keV. This figure holds for normal incidence. At oblique incidence a partial deflection is enough, and the required energy falls to about 17 keV at 60° from the normal and 13 keV at 80°. The recoil is slower than the ion, so it does not lower the threshold here. A projectile heavier than the target atom produces a recoil faster than itself in a head-on collision, and such a recoil could.

## (f) What happens below the threshold?

**Consider argon of 1 keV. How much momentum would the lattice have to supply for an electron to reach the vacuum level? What do repeated collisions change?**

**Solution.** With a static lattice present, the electron's energy still comes from the ion, so $\Delta E=\mathbf v\cdot\mathbf q$ holds. The electron's momentum change is now $\mathbf q+\mathbf g$, with $\mathbf g$ supplied by the lattice. Since $q\ge\Delta E/v$ and $|\mathbf p'-\mathbf p|\le p'+p$,

$$g\ge\frac{p'^2-p^2}{2mv}-(p'+p)=(p'+p)\left[\frac{p'-p}{2mv}-1\right].$$

For $v<v_{th}$ the bracket is positive for every escaping $p'$ and occupied $p$. The right side grows with $p'$. Its derivative with respect to $p$ is $-p/mv-1<0$, so it falls with $p$. The least value is thus at $p'=\hbar k_{esc}$, $p=\hbar k_F$:

$$\frac{g}{\hbar}\ge\frac{\phi}{\hbar v}-(k_F+k_{esc}).$$

At 1 keV this is $89.6-33.2=56.4$ nm⁻¹, about 2.7 times the lattice scale $2\pi n_{at}^{1/3}=21.1$ nm⁻¹, where $n_{at}$ is the atomic density. A crystal potential has components at such wavevectors, so the process is not forbidden. Its rate lies outside this model. Conversely, a single shortest reciprocal-lattice vector of indium, about 23 nm⁻¹, lowers the bound to $v\ge\phi/\hbar(k_F+k_{esc}+g/\hbar)$, or about 2.5 keV for argon.

Repeated collisions are one way to use lattice momentum. Suppose that a static obstacle sends the electron back at the ion with velocity $-(v_F+2v)$. The second collision adds another $2v$, and the speed becomes $v_F+4v$. After $N$ such collisions it is $v_F+2Nv$, so the threshold speed is $v_{th}/N$ and the energy $1/N^2$ of the original. For $N=2$ these are 93.7 km/s and 1.82 keV. For $N=3$ the energy is $7.27/9\approx0.81$ keV, already below 1 keV. At the speed $v_{th}/N$ itself each return must be exactly head-on. Above it there is angular room: at 1 keV the incoming and outgoing directions may be tilted by up to 26° for $N=3$ and 48° for $N=4$. These thresholds mark what is possible and say nothing about how often it occurs.

## (g) The result beside a real sputtering process

**How firm is the argon threshold, and what does it mean for a sputtering plasma?**

**Solution.** Changing $\phi$ by 0.2 eV at fixed density moves the threshold energy from 7.27 keV to 6.64 or 7.93 keV, about 9 % either way. At 300 K, $kT=0.0259$ eV. States $5kT$ above $E_F$ have an occupation of 0.0067, and electrons there need an ion speed of 180.9 km/s, 3.5 % below the sharp threshold. Heat therefore blurs the edge slightly.

Take a sputtering plasma that delivers argon ions of at most 1 keV. In the free-electron model, single collisions then cannot lift electrons to the vacuum level. Argon beams of 10 keV are above the threshold when they enter, and the channel closes once the ions have slowed to 7.3 keV. The lattice can lower the threshold strongly: a single head-on return of the electron to the ion cuts the threshold energy to a quarter, and part (f) leaves room for a lower threshold when the lattice supplies momentum during one collision. The model also omits excitation of electrons bound to the colliding atoms. It should not be used to set the secondary-electron yield to zero below 7 keV.

Argon ions also release electrons from the metal by a route that needs no speed. With an ionization energy $I$ of roughly 16 eV, an electron from the Fermi level that neutralizes the ion releases $I-\phi$. A second electron at the Fermi level needs $\phi$ to escape. The excess is $I-2\phi=16-8.2=7.8$ eV, if the shift of the ion's level near the surface is neglected. This potential emission is open at any ion speed, so the threshold belongs to the kinetic part of the yield. Neutral argon atoms in their ground state bring no such energy and would show the kinetic part by itself.

The values used here are collected in the numerical output below.

## Computed values

```
Indium atomic density (rough input): 3.8e+22 cm^-3
Conduction electrons per atom (input): 3
Work function phi (rough input): 4.1 eV
Argon, indium masses (input): 39.95, 114.82 u
Electron density: 1.14e+23 cm^-3
Fermi wavenumber kF: 15.00 nm^-1
Fermi energy EF: 8.57 eV
Fermi speed vF: 1737 km/s
phi/EF: 0.4782
sqrt(1+phi/EF): 1.2158
Escape speed inside metal: 2111 km/s
Threshold speed v_th, formula: 187.4 km/s
Threshold speed, geometry search: 187.4 km/s
Threshold speed, converted: 1.874e+07 cm/s
Argon energy at threshold: 7.27 keV
Small-phi estimate phi/(2 m vF): 207.6 km/s
Threshold for an electron at rest: 1056 km/s
Attractive ion, b=0.05 bohr: speed gain/(2v) = 0.9998
Attractive ion, b=0.30 bohr: speed gain/(2v) = 0.9927
Attractive ion, b=0.80 bohr: speed gain/(2v) = 0.9578
Attractive ion, b=1.50 bohr: speed gain/(2v) = 0.9999
Wave packet, reflected share: 0.240
Wave packet, mean reflected speed: 2111 km/s
Finite argon mass raises v_th by: 0.014 %
Temperature (input): 300 K, kT = 0.0259 eV
Occupation at EF+5kT: 0.0067
Threshold speed from EF+5kT: 180.9 km/s
Argon threshold, phi lower by 0.2 eV: 6.64 keV
Argon threshold, phi higher by 0.2 eV: 7.93 keV
Threshold speed, band mass 1.2 m: 184.2 km/s
Double-collision threshold speed: 93.7 km/s
Double-collision argon energy: 1.82 keV
Argon speed at 1 keV: 69.5 km/s
Wavenumber needed from ion at that speed: 89.6 nm^-1
Free-electron maximum kF+k_esc: 33.2 nm^-1
Least share the lattice must supply: 56.4 nm^-1
Lattice scale 2 pi n_atom^(1/3): 21.1 nm^-1
Head-on argon backscatter speed ratio: 0.484
Head-on indium recoil speed ratio: 0.516
Argon energy if backscattered first: 31.1 keV
Argon speed at 10 keV: 219.8 km/s
Top electron energy there: 13.46 eV
Vacuum level EF+phi: 12.67 eV
Escape-cone half angle there: 14.0 degrees
Argon ionization energy (rough input): 16 eV
Potential-emission excess: 7.8 eV
```
